# Joule Heating and the Apparent Current Exponent in Black's Law: verification in Python

```python
# Result under test: Black's law t = A j^-n exp(E/(k T)) with line temperature
# T = T0 + D and Joule heating D = c j^2 has, at fixed ambient T0, the apparent
# current exponent  m = -d ln t / d ln j = n + 2 E D / (k T^2).
# j: current density (MA/cm2), T0: ambient (K), D: temperature rise (K),
# E: activation energy (eV), k: Boltzmann constant (eV/K), n: true exponent.
# The program also tests the heat balance that gives c, the two-current
# exponent, the extrapolation error and corrections to the simple model.
import numpy as np
from scipy.constants import k as k_joule, e as charge, zero_Celsius
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

kB = k_joule / charge
MA_CM2 = 1e10  # one MA/cm2 in A/m2


def ln_life(j, c, n, E, T0):
    """Logarithm of Black's life, with A = 1."""
    return -n * np.log(j) + E / (kB * (T0 + c * j**2))


def log_slope(ln_t, j, step=1e-4):
    """Apparent exponent by central difference in ln j."""
    return -(ln_t(j * np.exp(step)) - ln_t(j * np.exp(-step))) / (2 * step)


def exponent(D, n, E, T0):
    return n + 2 * E * D / (kB * (T0 + D)**2)


# Main result on several unrelated parameter sets
for n_t, E_t, T_t, D_t, j_t in [(1, 0.9, 573, 27, 3), (2, 0.6, 450, 80, 1.7),
                                (1.4, 1.2, 620, 5, 0.4), (1, 0.8, 400, 500, 9)]:
    c_t = D_t / j_t**2
    found = log_slope(lambda j: ln_life(j, c_t, n_t, E_t, T_t), j_t)
    assert abs(found - exponent(D_t, n_t, E_t, T_t)) < 1e-5

# Example inputs (rough typical values for a wide copper line)
n, E = 1.0, 0.9
T0 = 300 + zero_Celsius
j_s, j_low, j_u = 3.0, 2.0, 0.3
rho = 3.6e-8                       # ohm m, copper near 300 C
width, h, b = 5e-6, 0.5e-6, 0.5e-6  # m
K_low, K_oxide, K_cu, K_si = 0.3, 1.2, 370.0, 65.0  # W/m/K
alpha = 0.0019                     # 1/K, referred to the ambient
wafer, length = 700e-6, 1e-3       # m
threshold_product = 3000.0         # A/cm
T_use = 105 + zero_Celsius

source = (j_s * MA_CM2)**2 * rho   # W/m3
D = source * h * b / K_low
D_ox = source * h * b / K_oxide
c = D / j_s**2
T = T0 + D
m = exponent(D, n, E, T0)
m_ox = exponent(D_ox, n, E, T0)
m_ambient = n + 2 * E * D / (kB * T0**2)


# Heat balance: finite-volume conduction through dielectric and heated copper
def layered_temperatures(K_diel, cells=200):
    dz = np.r_[np.full(cells, b / cells), np.full(cells, h / cells)]
    K = np.r_[np.full(cells, K_diel), np.full(cells, K_cu)]
    half = dz / (2 * K)
    link = 1 / (half[:-1] + half[1:])
    matrix = np.diag(np.r_[1 / half[0], link] + np.r_[link, 0])
    matrix -= np.diag(link, 1) + np.diag(link, -1)
    heat = np.r_[np.zeros(cells), np.full(cells, source * h / cells)]
    return np.linalg.solve(matrix, heat)[cells:]


copper = layered_temperatures(K_low)
assert abs(copper.mean() / D - 1) < 1e-3  # copper's own resistance is small
assert abs(layered_temperatures(K_oxide).mean() / D_ox - 1) < 2e-3
copper_drop = copper[-1] - copper[0]


# Curvature of the log-log plot, on both sides of D = T0
for ratio in (0.05, 0.9, 1.1):
    c_r = ratio * T0 / j_s**2
    s = 1e-3
    f = [ln_life(j_s * np.exp(q), c_r, n, E, T0) for q in (-s, 0, s)]
    numeric = -(f[0] - 2 * f[1] + f[2]) / s**2
    D_r = ratio * T0
    formula = 4 * E * D_r * (T0 - D_r) / (kB * (T0 + D_r)**3)
    assert abs(numeric - formula) < 1e-4
peak = minimize_scalar(lambda x: -exponent(x, 0, E, T0),
                       bounds=(1, 5 * T0), method="bounded")
assert abs(peak.x / T0 - 1) < 1e-3
assert abs(-peak.fun - E / (2 * kB * T0)) < 1e-6

# Exponent from two stress currents is the average of the local exponent
D_low = c * j_low**2
span = np.log(j_s / j_low)
m_pair = n + E * (D - D_low) / (kB * (T0 + D_low) * T * span)
average = quad(lambda u: log_slope(
    lambda j: ln_life(j, c, n, E, T0), np.exp(u)),
    np.log(j_low), np.log(j_s))[0] / span
assert abs(m_pair - average) < 1e-6

# Extrapolation to a lower current at the same ambient
T_u = T0 + c * j_u**2
true_gain = np.exp(ln_life(j_u, c, n, E, T0) - ln_life(j_s, c, n, E, T0))


def overestimate(M):
    return np.exp((M - n) * np.log(j_s / j_u) - E / kB * (1 / T_u - 1 / T))


for M in (m, m_pair):
    assert abs((j_s / j_u)**M / true_gain / overestimate(M) - 1) < 1e-9
assert overestimate(m) > 1 and overestimate(m_pair) > 1


# Resistance feedback: temperature found by solving the heat balance
def feedback_rise(j, c0):
    return brentq(lambda x: x - c0 * j**2 * (1 + alpha * x), 0, 400,
                  xtol=1e-12, rtol=1e-14)


def feedback_exponent(rise):
    return n + 2 * E * rise * (1 + alpha * rise) / (kB * (T0 + rise)**2)


for c_f in (c, 4 * c):
    rise = feedback_rise(j_s, c_f)
    found = log_slope(lambda j: -n * np.log(j)
                      + E / (kB * (T0 + feedback_rise(j, c_f))), j_s)
    assert abs(found - feedback_exponent(rise)) < 1e-5
D_fb = feedback_rise(j_s, c)

# Factor T before the exponential, and a threshold current
shift_T = -2 * D / T
found = log_slope(lambda j: ln_life(j, c, n, E, T0)
                  + np.log(T0 + c * j**2), j_s)
assert abs(found - m - shift_T) < 1e-6
j_c = threshold_product / (length * 100) / 1e6
shift_c = n * j_c / (j_s - j_c)
found = log_slope(lambda j: -n * np.log(j - j_c)
                  + E / (kB * (T0 + c * j**2)), j_s)
assert abs(found - m - shift_c) < 1e-6


# Sideways heat flow: conductance per length divided by dielectric conductivity
def shape_factor(cell, side):
    """Isothermal line, cold substrate, insulated top; half of the section."""
    half, below = round(width / 2 / cell), round(b / cell)
    nx, ny = half + round(side / cell), round((b + h) / cell)
    number = -np.ones((nx, ny), dtype=int)
    free = np.ones((nx, ny), dtype=bool)
    free[:half, below:] = False
    number[free] = np.arange(free.sum())
    rows, cols, vals = [], [], []
    right = np.zeros(free.sum())
    for i, q in np.argwhere(free):
        p, total = number[i, q], 0.0
        for x, y in ((i - 1, q), (i + 1, q), (i, q - 1), (i, q + 1)):
            if y < 0:
                total += 2.0
            elif 0 <= x < nx and y < ny:
                if free[x, y]:
                    total += 1.0
                    rows.append(p)
                    cols.append(number[x, y])
                    vals.append(-1.0)
                else:
                    total += 2.0
                    right[p] += 2.0
        rows.append(p)
        cols.append(p)
        vals.append(total)
    matrix = coo_matrix((vals, (rows, cols))).tocsc()
    theta = spsolve(matrix, right)
    return 2 * np.sum(2 * theta[number[:, 0]])


assert abs(shape_factor(0.05e-6, 0.0) - width / b) < 1e-8
S = shape_factor(0.025e-6, 4e-6)
assert abs(shape_factor(0.05e-6, 4e-6) / S - 1) < 0.01  # grid error
assert S > width / b

power = source * width * h
D_side = power / (K_low * S)
D_si = power * np.log(2 * wafer / width) / (np.pi * K_si)
D_ref = feedback_rise(j_s, (D_side + D_si) / j_s**2)
healing = np.sqrt(K_cu * h * b / K_low)
D_use = c * j_u**2  # upper bound: resistivity is lower at the use temperature

print(f"Boltzmann constant: {kB:.4e} eV/K")
print(f"True exponent n: {n:.1f}")
print(f"Activation energy E: {E:.2f} eV")
print(f"Ambient T0: {T0:.2f} K")
print(f"Stress current density: {j_s:.1f} MA/cm2")
print(f"Copper resistivity: {rho*1e8:.1f} microohm cm")
print(f"Line width, thickness: {width*1e6:.1f}, {h*1e6:.1f} um")
print(f"Dielectric thickness: {b*1e6:.1f} um")
print(f"Conductivity low-k, oxide: {K_low:.1f}, {K_oxide:.1f} W/m/K")
print(f"Heat source in line: {source:.3e} W/m3")
print(f"Low-k: rise D: {D:.2f} K")
print(f"Low-k: heating constant c: {c:.3f} K/(MA/cm2)^2")
print(f"Low-k: line temperature T: {T:.2f} K")
print(f"Low-k: excess exponent: {m-n:.3f}")
print(f"Low-k: apparent exponent m: {m:.3f}")
print(f"Low-k: m by finite difference: "
      f"{log_slope(lambda j: ln_life(j, c, n, E, T0), j_s):.3f}")
print(f"Low-k: m if T0 replaces T: {m_ambient:.3f}")
print(f"Oxide: rise D: {D_ox:.2f} K")
print(f"Oxide: line temperature T: {T0+D_ox:.2f} K")
print(f"Oxide: apparent exponent m: {m_ox:.3f}")
print(f"Peak excess E/(2 k T0), at D = T0: {E/(2*kB*T0):.2f}")
print(f"Lower stress current: {j_low:.1f} MA/cm2")
print(f"Rise at lower stress current: {D_low:.2f} K")
print(f"Two-current exponent: {m_pair:.3f}")
print(f"Extrapolation target current: {j_u:.1f} MA/cm2")
print(f"Line temperature at target: {T_u:.2f} K")
print(f"True life gain, stress to target: {true_gain:.1f}")
print(f"Gain predicted with local m: {(j_s/j_u)**m:.0f}")
print(f"Gain predicted with two-current m: {(j_s/j_u)**m_pair:.0f}")
print(f"Overestimate with local m: {overestimate(m):.1f} times")
print(f"Overestimate with two-current m: {overestimate(m_pair):.1f} times")
print("Neglected effects, low-k line at stress current:")
print(f"Resistance coefficient a: {alpha:.4f} 1/K")
print(f"Rise with resistance feedback: {D_fb:.2f} K")
print(f"Exponent with feedback: {feedback_exponent(D_fb):.3f}")
print(f"Shape factor, one-dimensional: {width/b:.2f}")
print(f"Shape factor with sideways flow: {S:.2f}")
print(f"Rise with sideways flow: {D_side:.2f} K")
print(f"Silicon conductivity: {K_si:.0f} W/m/K")
print(f"Wafer thickness: {wafer*1e6:.0f} um")
print(f"Heat per line length: {power:.1f} W/m")
print(f"Extra rise in silicon: {D_si:.2f} K")
print(f"Refined rise, these three together: {D_ref:.2f} K")
print(f"Refined exponent: {feedback_exponent(D_ref):.3f}")
print(f"Copper conductivity: {K_cu:.0f} W/m/K")
print(f"Temperature difference in copper: {copper_drop:.4f} K")
print(f"End-cooling length: {healing*1e6:.1f} um")
print(f"Line length: {length*1e6:.0f} um")
print(f"Exponent shift from factor T: {shift_T:.3f}")
print(f"Threshold product: {threshold_product:.0f} A/cm")
print(f"Threshold current density: {j_c:.3f} MA/cm2")
print(f"Exponent shift from threshold: {shift_c:.3f}")
print(f"Use ambient: {T_use:.2f} K")
print(f"Rise at {j_u:.1f} MA/cm2, upper bound: {D_use:.2f} K")
print(f"Excess exponent in use: {exponent(D_use, 0, E, T_use):.3f}")
print("PASS")
```

Printed output:

```
Boltzmann constant: 8.6173e-05 eV/K
True exponent n: 1.0
Activation energy E: 0.90 eV
Ambient T0: 573.15 K
Stress current density: 3.0 MA/cm2
Copper resistivity: 3.6 microohm cm
Line width, thickness: 5.0, 0.5 um
Dielectric thickness: 0.5 um
Conductivity low-k, oxide: 0.3, 1.2 W/m/K
Heat source in line: 3.240e+13 W/m3
Low-k: rise D: 27.00 K
Low-k: heating constant c: 3.000 K/(MA/cm2)^2
Low-k: line temperature T: 600.15 K
Low-k: excess exponent: 1.566
Low-k: apparent exponent m: 2.566
Low-k: m by finite difference: 2.566
Low-k: m if T0 replaces T: 2.717
Oxide: rise D: 6.75 K
Oxide: line temperature T: 579.90 K
Oxide: apparent exponent m: 1.419
Peak excess E/(2 k T0), at D = T0: 9.11
Lower stress current: 2.0 MA/cm2
Rise at lower stress current: 12.00 K
Two-current exponent: 2.100
Extrapolation target current: 0.3 MA/cm2
Line temperature at target: 573.42 K
True life gain, stress to target: 22.5
Gain predicted with local m: 368
Gain predicted with two-current m: 126
Overestimate with local m: 16.4 times
Overestimate with two-current m: 5.6 times
Neglected effects, low-k line at stress current:
Resistance coefficient a: 0.0019 1/K
Rise with resistance feedback: 28.46 K
Exponent with feedback: 2.731
Shape factor, one-dimensional: 10.00
Shape factor with sideways flow: 12.09
Rise with sideways flow: 22.33 K
Silicon conductivity: 65 W/m/K
Wafer thickness: 700 um
Heat per line length: 81.0 W/m
Extra rise in silicon: 2.24 K
Refined rise, these three together: 25.77 K
Refined exponent: 2.574
Copper conductivity: 370 W/m/K
Temperature difference in copper: 0.0109 K
End-cooling length: 17.6 um
Line length: 1000 um
Exponent shift from factor T: -0.090
Threshold product: 3000 A/cm
Threshold current density: 0.030 MA/cm2
Exponent shift from threshold: 0.010
Use ambient: 378.15 K
Rise at 0.3 MA/cm2, upper bound: 0.27 K
Excess exponent in use: 0.039
PASS
```
